# The uniform-gas kernel of a tau-dependent meta-GGA at all q: a program that tests the result

```python
"""
Result under test: static kernel of E = integral e(n, s, tau), s = |grad n|^2,
in the uniform gas, tau built from orbitals of a local potential:
  f(q) = e_nn + 2 e_ntau R + e_tautau R^2 + 2 e_s q^2 - e_tau/chi0
  R = chi_taun/chi0 = (eF/2)(1 - 3 eta^2 + 1/L),  eta = q/(2 kF)
  chi0 = -(3 n/(2 eF)) L,  L = Lindhard function with L(0) = 1.
chi_taun: response of tau to a potential; chi0: response of the density n.
For exchange, e = e_LDA(n) F(p, t), p = |grad n|^2/(4 kF^2 n^2),
t = tau/tau_uniform(n).  Tests use hbar = m = e = 1 and kF = 1; the ratio
f/f_LDA for exchange depends on eta alone, so it holds at every density.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from pyscf.dft import libxc

PI = np.pi
N0 = 1 / (3 * PI**2)      # density at kF = 1
EF = 0.5                  # Fermi energy at kF = 1
TAU0 = 0.6 * N0 * EF      # kinetic energy density at kF = 1


def lindhard(eta):
    if eta == 0:
        return 1.0
    if eta == 1:
        return 0.5
    return 0.5 + (1 - eta**2) / (4 * eta) * np.log(abs((1 + eta) / (1 - eta)))


def chi0(eta):
    return -1.5 * N0 / EF * lindhard(eta)


def rho_ratio(eta):
    """R/eF from the closed form."""
    return 0.5 * (1 - 3 * eta**2 + 1 / lindhard(eta))


def fermi_k(n):
    return (3 * PI**2 * n) ** (1 / 3)


def tau_uniform(n):
    return 0.3 * fermi_k(n) ** 2 * n


def e_lda(n):
    return -0.75 / PI * fermi_k(n) * n


# ---- 1. response functions from their definition (principal values) ----
def pair_response(eta, vertex):
    q = 2 * eta

    def shell(k):
        pole = -q / (2 * k)
        val = quad(lambda x: vertex(k, x, q), -1, 1,
                   weight='cauchy', wvar=pole)[0]
        return k**2 * val / (-k * q) / PI**2
    edges = [0, q / 2, 1] if eta < 1 else [0, 1]
    return sum(quad(shell, a, b, epsabs=1e-8, epsrel=1e-8, limit=100)[0]
               for a, b in zip(edges[:-1], edges[1:]))


quad_error = 0.0
for eta in (0.3, 0.95, 1.6):
    dens = pair_response(eta, lambda k, x, q: 1.0)
    kin = pair_response(eta, lambda k, x, q: 0.5 * (k * k + k * q * x))
    quad_error = max(quad_error, abs(dens - chi0(eta)),
                     abs(kin - chi0(eta) * EF * rho_ratio(eta)))
assert quad_error < 2e-6

# ---- 2. limits of R/eF ----
x = 0.05
assert abs(rho_ratio(x) - (1 - 4 * x**2 / 3 + 4 * x**4 / 45)) < 1e-7
x = 30.0
assert abs(rho_ratio(x) - (0.2 - 12 / (175 * x**2))) < 2e-6
for d in (1e-4, 1e-5, 1e-6):          # logarithmic slope on both sides
    for side in (-1, 1):
        slope = rho_ratio(1 + side * d) / (side * d)
        assert abs(slope - (np.log(2 / d) - 3)) < 2e-2


# ---- 3. gas in the potential V cos(qz), diagonalized ----
def modulated_gas(eta, strength):
    """Profiles n, dn/dz, d2n/dz2, tau over one period at mu = eF."""
    q = 2 * eta
    waves = q * np.arange(-6, 7)
    coupling = strength / 2 * (np.eye(13, k=1) + np.eye(13, k=-1))
    z = np.arange(48) / 48 * 2 * PI / q

    def hamiltonian(k):
        return np.diag(0.5 * (k + waves) ** 2) + coupling
    band, guess = (0, 1.0) if eta > 1 else (1, abs(q - 1))
    edge = brentq(lambda k: np.linalg.eigvalsh(hamiltonian(k))[band] - EF,
                  guess - 0.05, guess + 0.05, xtol=1e-14)
    nodes, weights = np.polynomial.legendre.leggauss(48)
    n = np.zeros(48)
    tau = np.zeros(48)
    for a, b in ((0, edge), (edge, q / 2)):
        for u, w in zip(nodes, weights):
            k = 0.5 * (a + b) + 0.5 * (b - a) * u
            wk = w * 0.5 * (b - a) / PI      # both signs of k, over 2 pi
            energy, coef = np.linalg.eigh(hamiltonian(k))
            phase = np.exp(1j * np.outer(z, k + waves))
            for j in np.where(energy < EF)[0]:
                room = EF - energy[j]        # energy left for motion in x, y
                phi2 = abs(phase @ coef[:, j]) ** 2
                dphi2 = abs(phase @ ((k + waves) * coef[:, j])) ** 2
                n += wk * room / PI * phi2
                tau += wk * (room**2 * phi2 + room * dphi2) / (2 * PI)
    freq = 1j * q * np.fft.fftfreq(48) * 48
    nq = np.fft.fft(n)
    dn = np.fft.ifft(freq * nq).real
    d2n = np.fft.ifft(freq**2 * nq).real
    return n, dn, d2n, tau, np.cos(q * z)


ETAS = (0.7, 1.3, 2.0)
STRENGTHS = (0.01, 0.02)
gas = {(h, v): modulated_gas(h, v) for h in ETAS for v in STRENGTHS}


def extrapolate(values):
    return (4 * values[0] - values[1]) / 3


def measured_kernel(eta, energy_density):
    """Curvature of the energy with respect to the density wave."""
    out = []
    for v in STRENGTHS:
        n, dn, d2n, tau, cosine = gas[eta, v]
        amp = 2 * np.mean(n * cosine)
        mean = np.array([np.mean(n)])
        zero = np.zeros(1)
        base = energy_density(mean, zero, zero, tau_uniform(mean))[0]
        out.append(4 * (np.mean(energy_density(n, dn, d2n, tau)) - base)
                   / amp**2)
    return extrapolate(out)


measured_rho = {}
for eta in ETAS:
    resp, ratio = [], []
    for v in STRENGTHS:
        n, dn, d2n, tau, cosine = gas[eta, v]
        resp.append(2 * np.mean(n * cosine) / v)
        ratio.append(np.mean(tau * cosine) / np.mean(n * cosine) / EF)
    measured_rho[eta] = extrapolate(ratio)
    assert abs(extrapolate(resp) / chi0(eta) - 1) < 1e-3
    assert abs(measured_rho[eta] - rho_ratio(eta)) < 1e-3
    curv = measured_kernel(eta, lambda n, g, l, t: t)
    assert abs(curv * chi0(eta) + 1) < 1e-3


# ---- 4. full kernel for a generic functional, and the exception ----
def kernel(eta, e_nn, e_nt, e_tt, e_s, e_t):
    R = EF * rho_ratio(eta)
    return (e_nn + 2 * e_nt * R + e_tt * R**2 + 2 * e_s * (2 * eta) ** 2
            - e_t / chi0(eta))


for eta in ETAS:
    got = measured_kernel(eta, lambda n, g, l, t: t**2 / n**2 + g**2 / n)
    want = kernel(eta, 6 * TAU0**2 / N0**4, -4 * TAU0 / N0**3, 2 / N0**2,
                  1 / N0, 2 * TAU0 / N0**2)
    assert abs(got / want - 1) < 2e-3
    got = measured_kernel(eta, lambda n, g, l, t: n ** (-2 / 3) * t)
    want = N0 ** (-5 / 3) * (2 * eta) ** 2 / 4
    assert abs(got / want - 1) < 2e-3


# ---- 5. published exchange functionals through libxc ----
def libxc_energy(name):
    def energy_density(n, g, l, t):
        zero = np.zeros_like(n)
        # the functionals used ignore the Laplacian slot, so tau fills it too
        rows = np.array([n, g, zero, zero, t, t])
        return n * libxc.eval_xc(name, rows, spin=0, deriv=1)[0]
    return energy_density


def enhancement_derivatives(energy_density):
    """F_p, F_t, F_tt at p = 0, t = 1 by finite differences."""
    def F(p, t):
        n = np.array([N0])
        grad = np.array([2 * N0 * np.sqrt(p)])
        return (energy_density(n, grad, 0 * n, np.array([TAU0 * t]))
                / e_lda(n))[0]
    h = 0.005
    f = [F(0, 1 + j * h) for j in (-2, -1, 0, 1, 2)]
    F_t = (f[0] - 8 * f[1] + 8 * f[3] - f[4]) / (12 * h)
    F_tt = (-f[0] + 16 * f[1] - 30 * f[2] + 16 * f[3] - f[4]) / (12 * h**2)
    d = 1e-5
    F_p = (4 * F(d, 1) - F(2 * d, 1) - 3 * F(0, 1)) / (2 * d)
    return F_p, F_t, F_tt


def exchange_ratio(eta, derivs):
    F_p, F_t, F_tt = derivs
    return (1 + 4.5 * F_p * eta**2
            + 1.25 * F_t * (1 / lindhard(eta) - 1 + 3 * eta**2)
            + 6.25 * F_tt * (rho_ratio(eta) - 1) ** 2)


tpss_e = libxc_energy('MGGA_X_TPSS,')
r2scan_e = libxc_energy('MGGA_X_R2SCAN,')
tpss = enhancement_derivatives(tpss_e)
r2scan = enhancement_derivatives(r2scan_e)
assert abs(tpss[0] - 10 / 81) < 1e-4
assert abs(tpss[1]) < 1e-5
assert abs(tpss[2] - 0.0292) < 1e-4
# second-order gradient expansion of exchange, reached by r2SCAN via tau
r2_gradient = r2scan[0] + 25 / 27 * r2scan[1]
assert abs(r2_gradient - 10 / 81) < 1e-4
assert abs(r2scan[1]) > 0.01

F_LDA = -PI                               # kF = 1
measured = {}
for eta in ETAS:
    for label, fun, der in (('TPSS', tpss_e, tpss),
                            ('r2SCAN', r2scan_e, r2scan)):
        measured[label, eta] = measured_kernel(eta, fun) / F_LDA
        assert abs(measured[label, eta] - exchange_ratio(eta, der)) < 3e-3


# ---- 6. Laplacian-level functional: polynomial kernel ----
def laplacian_energy(linear):
    def energy_density(n, g, l, t):
        k2 = 4 * fermi_k(n) ** 2
        p, lap = g**2 / (k2 * n**2), l / (k2 * n)
        return e_lda(n) * (1 + 10 / 81 * p + linear * lap
                           + 146 / 2025 * lap**2)
    return energy_density


def laplacian_ratio(eta, linear=0.0):
    return 1 + (5 / 9 + 1.5 * linear) * eta**2 + 73 / 225 * eta**4


for eta in ETAS:
    for b in (0.0, 0.1):
        got = measured_kernel(eta, laplacian_energy(b)) / F_LDA
        assert abs(got / laplacian_ratio(eta, b) - 1) < 3e-3
x = 0.1                                   # same expansion through eta^4
assert abs(exchange_ratio(x, (10 / 81, 0, 0.0292))
           - laplacian_ratio(x)) < 1e-6

# ---- 7. worked example: model gas of round density ----
density = 0.05                                            # 1/Angstrom^3
hbar2_m = const.hbar**2 / const.m_e / const.e * 1e20      # eV Angstrom^2
e2 = const.e / (4 * PI * const.epsilon_0) * 1e10          # eV Angstrom
kF = fermi_k(density)
eF = hbar2_m * kF**2 / 2
f_lda = -PI * e2 / kF**2
dip = minimize_scalar(rho_ratio, bounds=(0.9, 0.9999), method='bounded',
                      options={'xatol': 1e-9})

print(f"density n = {density} 1/A^3")
print(f"hbar^2/m = {hbar2_m:.5f} eV A^2;  e^2 = {e2:.5f} eV A")
print(f"kF = {kF:.5f} 1/A;  2kF = {2*kF:.5f} 1/A;  eF = {eF:.4f} eV")
print(f"local exchange kernel f_LDA = {f_lda:.4f} eV A^3")
print(f"chi0(q=0) = {-1.5*density/eF:.6f} 1/(eV A^3)")
print(f"largest quadrature mismatch (kF=1 units) = {quad_error:.1e}")
for label, d in (('TPSS', tpss), ('r2SCAN', r2scan)):
    print(f"{label} exchange: F_p = {d[0]:.5f}, F_t = {d[1]:.5f}, "
          f"F_tt = {d[2]:.5f} (no unit)")
print(f"r2SCAN F_p + (25/27)F_t = {r2_gradient:.5f}; "
      f"10/81 = {10/81:.5f}")
print(f"TPSS factor (25/4)F_tt = {6.25*tpss[2]:.5f}; "
      f"its tau term at q->inf = {6.25*tpss[2]*0.64:.5f}")
print(f"r2SCAN eta^2 coefficient at q->inf = "
      f"{4.5*r2scan[0] + 7.5*r2scan[1]:.5f}")
print(f"minimum of R/eF below 2kF: eta = {dip.x:.4f}, "
      f"R/eF = {dip.fun:.5f}")
print("diagonalized gas against formula (ratios, no unit):")
for eta in ETAS:
    print(f" eta={eta}: R/eF {measured_rho[eta]:.5f} | "
          f"{rho_ratio(eta):.5f}; TPSS {measured['TPSS', eta]:.5f} | "
          f"{exchange_ratio(eta, tpss):.5f}; "
          f"r2SCAN {measured['r2SCAN', eta]:.5f} | "
          f"{exchange_ratio(eta, r2scan):.5f}")
print("kernel ratios f/f_LDA (no unit); q in 1/A, R in eV:")
print(" eta    q        L        R        TPSS     Laplac.  r2SCAN")
TABLE = (0, 0.25, 0.5, 0.75, 1, 1.25, 1.5, 2, 3)
for eta in TABLE:
    print(f" {eta:4.2f} {2*kF*eta:8.4f} {lindhard(eta):8.5f} "
          f"{eF*rho_ratio(eta):8.4f} {exchange_ratio(eta, tpss):8.4f} "
          f"{laplacian_ratio(eta):8.4f} {exchange_ratio(eta, r2scan):8.4f}")
print("exchange kernels in eV A^3:")
print(" eta    TPSS       Laplacian  r2SCAN")
for eta in (0.5, 1, 2, 3):
    print(f" {eta:4.2f} {f_lda*exchange_ratio(eta, tpss):10.3f} "
          f"{f_lda*laplacian_ratio(eta):10.3f} "
          f"{f_lda*exchange_ratio(eta, r2scan):10.3f}")
print("done: every assertion held")
```

It prints:

```
density n = 0.05 1/A^3
hbar^2/m = 7.61996 eV A^2;  e^2 = 14.39965 eV A
kF = 1.13972 1/A;  2kF = 2.27943 1/A;  eF = 4.9490 eV
local exchange kernel f_LDA = -34.8263 eV A^3
chi0(q=0) = -0.015155 1/(eV A^3)
largest quadrature mismatch (kF=1 units) = 2.3e-15
TPSS exchange: F_p = 0.12346, F_t = -0.00000, F_tt = 0.02920 (no unit)
r2SCAN exchange: F_p = 0.27414, F_t = -0.16274, F_tt = 0.14791 (no unit)
r2SCAN F_p + (25/27)F_t = 0.12346; 10/81 = 0.12346
TPSS factor (25/4)F_tt = 0.18250; its tau term at q->inf = 0.11680
r2SCAN eta^2 coefficient at q->inf = 0.01308
minimum of R/eF below 2kF: eta = 0.9776, R/eF = -0.02571
diagonalized gas against formula (ratios, no unit):
 eta=0.7: R/eF 0.37779 | 0.37779; TPSS 1.34288 | 1.34288; r2SCAN 1.61745 | 1.61745
 eta=1.3: R/eF 0.14155 | 0.14155; TPSS 2.07338 | 2.07338; r2SCAN 2.05261 | 2.05261
 eta=2.0: R/eF 0.18050 | 0.18050; TPSS 3.34478 | 3.34479; r2SCAN 2.00656 | 2.00656
kernel ratios f/f_LDA (no unit); q in 1/A, R in eV:
 eta    q        L        R        TPSS     Laplac.  r2SCAN
 0.00   0.0000  1.00000   4.9490   1.0000   1.0000   1.0000
 0.25   0.5699  0.97890   4.5384   1.0360   1.0360   1.0409
 0.50   1.1397  0.91198   3.3319   1.1584   1.1592   1.2349
 0.75   1.7096  0.78378   1.4559   1.4034   1.4152   1.7550
 1.00   2.2794  0.50000   0.0000   1.7381   1.8800   2.3444
 1.25   2.8493  0.25281   0.6632   2.0049   2.6602   2.0660
 1.50   3.4192  0.16470   0.7959   2.3785   3.8925   2.0219
 2.00   4.5589  0.08802   0.8933   3.3448   8.4133   2.0066
 3.00   6.8383  0.03790   0.9500   6.1192  32.2800   2.0501
exchange kernels in eV A^3:
 eta    TPSS       Laplacian  r2SCAN
 0.50    -40.342    -40.370    -43.007
 1.00    -60.530    -65.473    -81.645
 2.00   -116.487   -293.005    -69.881
 3.00   -213.108  -1124.194    -71.396
done: every assertion held
```
